**Mask error enhancement factor of a coherent three-beam image**

For a thin binary mask with equal lines and spaces, lit on axis and imaged in focus by orders 0 and ±1, the mask error enhancement factor (MEEF) is 1/2 at the threshold that prints equal lines and spaces. The MEEF is ds/dw, where w is the mask space width at wafer scale and s the printed space width, at fixed pitch p and fixed dose. The program integrates the mask transmission numerically, sums the plane waves that the aperture passes, finds the printed edge by root search and differentiates the printed width. It asserts the order amplitudes, the threshold 1/4, both intensity slopes at the edge and the value 1/2. It also asserts the closed formulas for finite mask errors, other thresholds, defocus and larger numbers of collected orders. For a 300 nm pitch and 200 nm light, the output shows that a 2 nm error prints as 1.0 nm, and that 100 nm of defocus raises the MEEF to 0.72. When 2, 3 or 4 orders per side pass, the MEEF becomes 3/2, 3/4 or 5/4.

## Numerical verification

```python
"""Mask error enhancement factor (MEEF) of a coherent three-beam image.

Result under test: for a thin binary mask with equal lines and spaces, lit
on axis, with only orders 0 and +-1 collected in focus, d(printed)/d(mask)
space width is 1/2 at the threshold that prints equal lines and spaces.
Symbols: pitch = period, width = clear mask space (wafer scale), x = position
from the centre of a space, intensity = 1 for a fully clear mask.
Also tested: finite bias, other thresholds, defocus, and more orders.
Lengths are in nm. The images come from numerical integration of the mask
and a sum of propagated plane waves; closed formulas are only compared.
"""
import numpy as np
from scipy.optimize import brentq

wavelength = 200.0
aperture = 0.8
pitch = 300.0
reduction = 4.0
nodes, weights = np.polynomial.legendre.leggauss(40)


def order_amplitude(n, width, period):
    """Fourier coefficient of the mask by quadrature over the clear space."""
    points = 0.5 * width * nodes
    values = np.cos(2 * np.pi * n * points / period)
    return 0.5 * width * np.dot(weights, values) / period


def highest_order(period):
    """Largest diffraction order whose sine lies inside the aperture."""
    return int(np.floor(aperture * period / wavelength))


def intensity(x, width, period, defocus=0.0):
    """Image intensity from all collected plane waves."""
    k = 2 * np.pi / wavelength
    top = highest_order(period)
    field = 0j
    for n in range(-top, top + 1):
        kx = 2 * np.pi * n / period
        kz = np.sqrt(k**2 - kx**2)
        wave = np.exp(1j * (kx * x + kz * defocus))
        field = field + order_amplitude(n, width, period) * wave
    return np.abs(field)**2


def printed_width(width, period, threshold, defocus=0.0):
    """Width of the region brighter than the threshold."""
    edge = brentq(
        lambda x: intensity(x, width, period, defocus) - threshold,
        0.05 * period, 0.40 * period, xtol=1e-12, rtol=1e-14)
    return 2 * edge


def meef(period, target, defocus=0.0):
    """Central difference at equal lines and spaces, fixed threshold."""
    half = period / 2
    threshold = intensity(target / 2, half, period, defocus)
    h = 2e-5 * period
    upper = printed_width(half + h, period, threshold, defocus)
    lower = printed_width(half - h, period, threshold, defocus)
    return (upper - lower) / (2 * h)


half = pitch / 2
edge = pitch / 4
assert highest_order(pitch) == 1

# Mask orders, for a space that is not half the pitch as well.
for width in (half, 0.37 * pitch):
    assert abs(order_amplitude(0, width, pitch) - width / pitch) < 1e-12
    for n in (1, 2, 3):
        formula = np.sin(n * np.pi * width / pitch) / (n * np.pi)
        assert abs(order_amplitude(n, width, pitch) - formula) < 1e-12

# Nominal threshold and a single crossing in half a period.
threshold = intensity(edge, half, pitch)
centre_line = intensity(pitch / 2, half, pitch)
centre_space = intensity(0.0, half, pitch)
assert abs(threshold - 0.25) < 1e-12
assert abs(centre_line - (0.5 - 2 / np.pi)**2) < 1e-12
grid = np.linspace(0, pitch / 2, 1000)
above = intensity(grid, half, pitch) > threshold
assert np.count_nonzero(above[1:] != above[:-1]) == 1

# The two partial derivatives at the nominal edge.
h = 1e-3
slope_x = (intensity(edge + h, half, pitch)
           - intensity(edge - h, half, pitch)) / (2 * h)
slope_w = (intensity(edge, half + h, pitch)
           - intensity(edge, half - h, pitch)) / (2 * h)
assert abs(slope_x * pitch + 4) < 1e-6
assert abs(slope_w * pitch - 1) < 1e-6
log_slope = half * abs(slope_x) / threshold
assert abs(log_slope - 8) < 1e-5

# Main result.
main_meef = meef(pitch, half)
assert abs(main_meef - 0.5) < 1e-6

# The first-order amplitude is stationary, the second-order one is not.
rate = [(order_amplitude(n, half + h, pitch)
         - order_amplitude(n, half - h, pitch)) / (2 * h) * pitch
        for n in (0, 1, 2)]
assert np.allclose(rate, [1, 0, -1], atol=1e-6)

# Finite bias against the closed relation and its leading correction.
bias_rows = []
for bias in (2.0, 15.0, 30.0):
    change = printed_width(half + bias, pitch, threshold) - half
    u = np.pi * bias / pitch
    closed = pitch / np.pi * np.arcsin(u / (2 * np.cos(u)))
    assert abs(change - closed) < 1e-8
    bias_rows.append((bias, change, change / bias))
u_small = np.pi * bias_rows[0][0] / pitch
cubic = (bias_rows[0][2] - 0.5) / u_small**2
assert abs(cubic - 13 / 48) < 2e-3  # next term is of relative order u^2

# Other thresholds: 1/2 is the minimum.
threshold_meef = {}
for fraction in (0.4, 0.45, 0.55, 0.6):
    value = meef(pitch, fraction * pitch)
    assert abs(value - 1 / (2 * np.sin(np.pi * fraction))) < 1e-6
    assert value > main_meef
    threshold_meef[fraction] = value
off_threshold = intensity(0.2 * pitch, half, pitch)

# Defocus, by propagation of the plane waves.
defocus = 100.0
cosine = np.sqrt(1 - (wavelength / pitch)**2)
phase = 2 * np.pi * defocus / wavelength * (1 - cosine)
defocus_meef = meef(pitch, half, defocus)
assert abs(defocus_meef - 1 / (2 * np.cos(phase))) < 1e-6
assert np.cos(phase) > 2 / np.pi
defocus_threshold = intensity(edge, half, pitch, defocus)
assert abs(defocus_threshold - threshold) < 1e-12
above = intensity(grid, half, pitch, defocus) > threshold
assert np.count_nonzero(above[1:] != above[:-1]) == 1

# More collected orders at larger pitch.
order_rows = []
for period in (600.0, 900.0, 1100.0):
    top = highest_order(period)
    value = meef(period, period / 2)
    formula = (1 + 2 * (top // 2)) / (2 * ((top + 1) // 2))
    assert abs(value - formula) < 1e-5
    order_rows.append((period, top, value))
assert [row[1] for row in order_rows] == [2, 3, 4]

print(f"wavelength: {wavelength:.0f} nm")
print(f"numerical aperture: {aperture:.1f}")
print(f"pitch: {pitch:.0f} nm, nominal space: {half:.0f} nm")
print(f"sine of first order: {wavelength / pitch:.4f}")
print(f"sine needed for second order: {2 * wavelength / pitch:.4f}")
print(f"amplitude of order 0: {order_amplitude(0, half, pitch):.6f}")
print(f"amplitude of order 1: {order_amplitude(1, half, pitch):.6f}")
print(f"intensity at space centre: {centre_space:.4f}")
print(f"intensity at line centre: {centre_line:.4f}")
print(f"nominal threshold: {threshold:.6f}")
print(f"dI/dx at edge: {slope_x:.6f} per nm")
print(f"dI/dw at edge: {slope_w:.6f} per nm")
print(f"normalized log-slope: {log_slope:.4f}")
print(f"MEEF, three beams in focus: {main_meef:.6f}")
for n in (0, 1, 2):
    print(f"pitch * d(amplitude {n})/dw: {rate[n] + 0.0:.4f}")
print(f"reduction ratio: {reduction:.0f}")
for bias, change, ratio in bias_rows:
    print(f"bias {bias:.0f} nm (on mask {reduction * bias:.0f} nm): "
          f"printed change {change:.4f} nm, ratio {ratio:.5f}")
print(f"cubic coefficient from 2 nm bias: {cubic:.4f}")
print(f"13/48: {13 / 48:.4f}")
print(f"threshold printing {0.4 * pitch:.0f} nm: {off_threshold:.4f}")
print(f"MEEF at that threshold: {threshold_meef[0.4]:.4f}")
print(f"defocus: {defocus:.0f} nm")
print(f"phase of first orders: {phase:.4f} rad")
print(f"cosine of phase: {np.cos(phase):.4f}")
print(f"MEEF with defocus: {defocus_meef:.4f}")
for period, top, value in order_rows:
    print(f"pitch {period:.0f} nm, highest order {top}: MEEF {value:.4f}")
print("tests ok")
```

Printed output:

```
wavelength: 200 nm
numerical aperture: 0.8
pitch: 300 nm, nominal space: 150 nm
sine of first order: 0.6667
sine needed for second order: 1.3333
amplitude of order 0: 0.500000
amplitude of order 1: 0.318310
intensity at space centre: 1.2919
intensity at line centre: 0.0187
nominal threshold: 0.250000
dI/dx at edge: -0.013333 per nm
dI/dw at edge: 0.003333 per nm
normalized log-slope: 8.0000
MEEF, three beams in focus: 0.500000
pitch * d(amplitude 0)/dw: 1.0000
pitch * d(amplitude 1)/dw: 0.0000
pitch * d(amplitude 2)/dw: -1.0000
reduction ratio: 4
bias 2 nm (on mask 8 nm): printed change 1.0002 nm, ratio 0.50012
bias 15 nm (on mask 60 nm): printed change 7.6015 nm, ratio 0.50677
bias 30 nm (on mask 120 nm): printed change 15.8445 nm, ratio 0.52815
cubic coefficient from 2 nm bias: 0.2709
13/48: 0.2708
threshold printing 120 nm: 0.4854
MEEF at that threshold: 0.5257
defocus: 100 nm
phase of first orders: 0.8000 rad
cosine of phase: 0.6967
MEEF with defocus: 0.7177
pitch 600 nm, highest order 2: MEEF 1.5000
pitch 900 nm, highest order 3: MEEF 0.7500
pitch 1100 nm, highest order 4: MEEF 1.2500
tests ok
```
